# Correcting field-modulation distortion in EPR lines and finding the lost frequencies: a program that tests the result

```python
# Result under test: sinusoidal field modulation B + b*cos(theta) turns an
# absorption line A(B) into lock-in harmonics S_n whose Fourier transforms are
# 2 i^n J_n(k b) A^(k).  The undistorted derivative signal D = b dA/dB is
# recovered by dividing by H1 = 2 J1(x)/x, x = k b, only where |H1| >= eps.
# Using S_1 and S_2 together closes the gaps at the zeros of J1.
# B: field (G), b: peak modulation amplitude (G), k: field frequency (rad/G),
# w: Lorentzian half width at half maximum (G), sigma: noise per point.
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import jv, jn_zeros


def harmonic(func, field, amp, n, points=256):
    """Lock-in harmonic from its definition, by quadrature over one period."""
    theta = 2 * np.pi * np.arange(points) / points
    values = func(field[:, None] + amp * np.cos(theta)[None, :])
    return 2 * np.mean(values * np.cos(n * theta), axis=1)


def transfer(x, n):
    """2 J_n(x)/x with its limit at x = 0."""
    x = np.asarray(x, dtype=float)
    safe = np.where(x == 0, 1.0, x)
    return np.where(x == 0, 1.0 if n == 1 else 0.0, 2 * jv(n, safe) / safe)


def joint_transfer(x):
    return np.sqrt(transfer(x, 1)**2 + transfer(x, 2)**2)


def rms(values):
    return np.sqrt(np.mean(np.abs(values)**2))


# ---------------- example parameters ----------------
freq_mw = 9.4e9
g_a, g_b = 2.006, 2.003
weight_a, weight_b = 1.0, 0.6
w, b, sigma, eps = 1.5, 4.0, 0.005, 0.05
n_pts, step = 1024, 0.1
window = n_pts * step
mu_b = const.physical_constants["Bohr magneton"][0]
field_a = const.h * freq_mw / (g_a * mu_b) * 1e4
field_b = const.h * freq_mw / (g_b * mu_b) * 1e4
middle = 0.5 * (field_a + field_b)
centres = (field_a - middle, field_b - middle)
B = (np.arange(n_pts) - n_pts // 2) * step
k = 2 * np.pi * np.fft.fftfreq(n_pts, step)


def absorption(field):
    return sum(a * w**2 / (w**2 + (field - c)**2)
               for a, c in zip((weight_a, weight_b), centres))


def slope(field):
    return sum(-2 * a * w**2 * (field - c) / (w**2 + (field - c)**2)**2
               for a, c in zip((weight_a, weight_b), centres))


# ---------------- transfer law, tested on a Gaussian line ----------------
def gauss(field):
    return np.exp(-0.5 * (field - 0.7)**2)


gauss_hat = np.fft.fft(gauss(B))
for n in (1, 2, 3):
    direct = np.fft.fft(harmonic(gauss, B, b, n))
    law = 2 * 1j**n * jv(n, k * b) * gauss_hat
    assert np.max(np.abs(direct - law)) < 1e-9 * np.max(np.abs(gauss_hat))

# the first moment of S_1 gives the area of A at any modulation amplitude
area = np.sum(gauss(B)) * step
for amp in (0.5, 4.0, 9.0):
    moment = np.sum(B * harmonic(gauss, B, amp, 1)) * step
    assert abs(moment + amp * area) < 1e-9 * amp * area
# small-x expansion of the transfer
assert abs((1 - transfer(0.02, 1)) / 0.02**2 - 1 / 8) < 1e-4

# ripples at the null frequencies are invisible in S_1 but not in S_2
nulls = jn_zeros(1, 3)
for root in nulls:
    def ripple(field, q=root / b):
        return np.cos(q * field)
    assert np.max(np.abs(harmonic(ripple, B, b, 1))) < 1e-11
    assert np.max(np.abs(harmonic(ripple, B, b, 2))) > 0.3

# ---------------- stable and lost bands ----------------
def excess(x):
    return float(abs(transfer(x, 1)) - eps)


scan = np.linspace(0.001, 15, 6000)
sign = np.abs(transfer(scan, 1)) > eps
edges = [brentq(excess, scan[i], scan[i + 1])
         for i in np.flatnonzero(sign[1:] != sign[:-1])]
assert len(edges) % 2 == 1
stable = list(zip([0.0] + edges[1::2], edges[0::2]))
half_width_linear = eps * nulls[0] / (2 * abs(jv(0, nulls[0])))
half_width_true = 0.5 * (edges[1] - edges[0])
assert abs(half_width_linear / half_width_true - 1) < 0.05

joint_edge = brentq(lambda x: float(joint_transfer(x)) - eps, 1, 30)
joint_estimate = (8 / np.pi)**(1 / 3) * eps**(-2 / 3)
assert abs(joint_estimate / joint_edge - 1) < 0.08
assert edges[-1] <= joint_edge
# the squared joint transfer never rises
xs = np.linspace(0.5, 40, 400)
h = 1e-4


def joint_core(x):
    return (jv(1, x)**2 + jv(2, x)**2) / x**2


numeric = (joint_core(xs + h) - joint_core(xs - h)) / (2 * h)
assert np.max(np.abs(numeric + 6 * jv(2, xs)**2 / xs**3)) < 1e-8

# ---------------- recovery of the example, with noise trials ----------------
S1 = harmonic(absorption, B, b, 1)
S2 = harmonic(absorption, B, b, 2)
D = b * slope(B)
D_hat = step * np.fft.fft(D)
H1, H2, H12 = transfer(k * b, 1), transfer(k * b, 2), joint_transfer(k * b)
mode_noise = sigma * np.sqrt(step * window)


def recover(s1, mask, amp=b):
    h1 = transfer(k * amp, 1)
    spec = np.fft.fft(s1, axis=-1)
    return np.fft.ifft(np.where(mask, spec / h1, 0), axis=-1).real


def recover_joint(s1, s2, mask):
    spec = H1 * np.fft.fft(s1, axis=-1) - 1j * H2 * np.fft.fft(s2, axis=-1)
    return np.fft.ifft(np.where(mask, spec / H12**2, 0), axis=-1).real


def expected_error(gain, mask):
    power = np.where(mask, (mode_noise / gain)**2, np.abs(D_hat)**2)
    return np.sqrt(np.sum(power)) / window


rng = np.random.default_rng(7)
trials = 400
noisy1 = S1 + sigma * rng.standard_normal((trials, n_pts))
noisy2 = S2 + sigma * rng.standard_normal((trials, n_pts))
everything = np.ones(n_pts, dtype=bool)
mask1, mask12 = np.abs(H1) >= eps, H12 >= eps
err_raw = rms(noisy1 - D)
err_naive = rms(recover(noisy1, everything) - D)
err_single = rms(recover(noisy1, mask1) - D)
err_joint = rms(recover_joint(noisy1, noisy2, mask12) - D)
pred_naive = expected_error(H1, everything)
pred_single = expected_error(H1, mask1)
pred_joint = expected_error(H12, mask12)
assert abs(err_naive / pred_naive - 1) < 0.15   # few modes dominate
assert abs(err_single / pred_single - 1) < 0.03
assert abs(err_joint / pred_joint - 1) < 0.03
assert err_joint < err_single < err_raw < err_naive
noise_single = np.sqrt(np.sum((mode_noise / H1[mask1])**2)) / window
noise_joint = np.sqrt(np.sum((mode_noise / H12[mask12])**2)) / window
missing_single = np.sqrt(np.sum(np.abs(D_hat[~mask1])**2)) / window
missing_joint = np.sqrt(np.sum(np.abs(D_hat[~mask12])**2)) / window

# apparent peak-to-peak width of one isolated line
fine = np.linspace(-12, 0, 6001)


def single_line(field):
    return w**2 / (w**2 + field**2)


width_seen = -2 * fine[np.argmax(harmonic(single_line, fine, b, 1))]
width_true = -2 * fine[np.argmax(-2 * w**2 * fine / (w**2 + fine**2)**2)]
assert abs(width_true - 2 * w / np.sqrt(3)) < 0.005

# ---------------- sensitivity to the amplitude calibration ----------------
for x in (1.0, 3.0, 5.0, 8.0):
    up, down = transfer(x * (1 + 1e-5), 1), transfer(x * (1 - 1e-5), 1)
    numeric_slope = (up - down) / (2e-5 * transfer(x, 1))
    assert abs(numeric_slope + x * jv(2, x) / jv(1, x)) < 1e-6
cal_error = 0.02
edge_slope = -edges[0] * jv(2, edges[0]) / jv(1, edges[0])
wrong_amp = b * (1 + cal_error)
cal_shift = rms(recover(S1, mask1, wrong_amp) - recover(S1, mask1))

# ---------------- finite modulation rate: linear Bloch equation -------------
gamma = 0.5 * (g_a + g_b) * mu_b / const.hbar * 1e-4   # rad/(s G)
test_field = np.linspace(-12, 12, 25)


def bloch_harmonic(freq, n_max=800):
    """In-phase and out-of-phase first harmonic by harmonic balance."""
    order = np.arange(-n_max, n_max + 1)
    inphase, outphase = [], []
    for field in test_field:
        bands = np.zeros((3, order.size), dtype=complex)
        bands[0, 1:] = bands[2, :-1] = 0.5j * b
        bands[1] = w + 1j * (field + 2 * np.pi * freq * order / gamma)
        source = np.zeros(order.size, dtype=complex)
        source[n_max] = w
        m = solve_banded((1, 1), bands, source)
        inphase.append((m[n_max + 1] + m[n_max - 1]).real)
        outphase.append((1j * (m[n_max + 1] - m[n_max - 1])).real)
    return np.array(inphase), np.array(outphase)


def delay_formula(freq):
    q = np.linspace(0, 24, 12001)
    angle = np.pi * freq * q / gamma
    q_eff = q * np.sinc(angle / np.pi)
    kernel = -2 * w * np.exp(-w * q) * jv(1, q_eff * b) * np.cos(angle)
    return simpson(kernel * np.sin(np.outer(test_field, q)), x=q, axis=1)


fast_in, _ = bloch_harmonic(2e6)
static = harmonic(single_line, test_field, b, 1)
assert np.max(np.abs(fast_in - delay_formula(2e6))) < 1e-6
assert np.max(np.abs(fast_in - static)) > 1e-2    # the effect is real
freq_mod = 1e5
slow_in, slow_out = bloch_harmonic(freq_mod)
rate_error = np.max(np.abs(slow_in - static)) / np.max(np.abs(static))
out_part = np.max(np.abs(slow_out)) / np.max(np.abs(static))
assert rate_error < 0.01

# ---------------- other neglected effects ----------------
T1, T2, B1 = 1e-5, 1e-6, 0.002
saturation = (gamma * B1)**2 * T1 * T2
sweep, tau = 0.25, 0.1
k_top = joint_edge / b
lag_loss = 1 - 1 / np.sqrt(1 + (k_top * sweep * tau)**2)
step_loss = 1 - np.sinc(k_top * step / (2 * np.pi))
noise_corr = np.exp(-step / (sweep * tau))

# ---------------- printed results ----------------
print(f"microwave frequency {freq_mw/1e9:.1f} GHz; g = {g_a}, {g_b}")
print(f"line positions {field_a:.2f}, {field_b:.2f} G")
print(f"separation {field_b-field_a:.2f} G = {(field_b-field_a)/10:.3f} mT")
print(f"peak absorptions {weight_a}, {weight_b} (relative)")
print(f"half width w {w} G; modulation b {b} G = {b/10:.2f} mT")
print(f"points {n_pts}; step {step} G; window {window:.1f} G")
print(f"noise per point {sigma}; mode noise {mode_noise:.4f} G")
print(f"threshold eps {eps}; largest allowed gain {1/eps:.0f}")
print(f"isolated line p-p width: true {width_true:.2f} G, "
      f"seen {width_seen:.2f} G")
for root in nulls:
    print(f"null x {root:.4f}; k {root/b:.4f} rad/G; "
          f"period {2*np.pi*b/root:.3f} G")
for low, high in stable:
    print(f"stable S1 band x {low:.3f}-{high:.3f}; "
          f"k {low/b:.3f}-{high/b:.3f} rad/G")
print(f"first gap half-width in x: {half_width_true:.4f}; "
      f"linear estimate {half_width_linear:.4f}")
print(f"joint band end x {joint_edge:.3f}; k {k_top:.3f} rad/G")
print(f"asymptotic estimate of joint end x {joint_estimate:.3f}")
print(f"largest b with no S1 gap up to that k: {edges[0]/k_top:.3f} G "
      f"= {edges[0]/k_top/10:.4f} mT")
print(f"peak-to-peak signal: D {np.ptp(D):.3f}, S1 {np.ptp(S1):.3f}")
print(f"rms of D over window {rms(D):.4f}")
print(f"rms error, raw S1: {err_raw:.4f}")
print(f"rms error, division everywhere: {err_naive:.3g} "
      f"(formula {pred_naive:.3g})")
print(f"rms error, masked S1: {err_single:.4f} (formula {pred_single:.4f})")
print(f"  noise part {noise_single:.4f}; missing part {missing_single:.4f}")
print(f"rms error, S1 and S2: {err_joint:.4f} (formula {pred_joint:.4f})")
print(f"  noise part {noise_joint:.4f}; missing part {missing_joint:.4f}")
for trial_eps in (0.01, 0.02, 0.05, 0.1, 0.2):
    e1 = expected_error(H1, np.abs(H1) >= trial_eps)
    e2 = expected_error(H12, H12 >= trial_eps)
    print(f"eps {trial_eps}: formula error S1 {e1:.4f}, S1+S2 {e2:.4f}")
print(f"dlnH1/dlnb at first band edge {edge_slope:.2f}")
print(f"rms change for {100*cal_error:.0f}% error in b: {cal_shift:.4f}")
print(f"gamma {gamma:.4e} rad/(s G); modulation {freq_mod/1e3:.0f} kHz")
print(f"rate effect: in-phase change {100*rate_error:.4f}% of peak")
print(f"rate effect: out-of-phase part {100*out_part:.2f}% of peak")
print(f"assumed T1 {T1*1e6:.0f} us, T2 {T2*1e6:.0f} us, B1 {B1*1e3:.0f} mG")
print(f"saturation parameter {saturation:.4f}")
print(f"sweep {sweep} G/s; lock-in time constant {tau} s")
print(f"lock-in lag {sweep*tau:.3f} G; loss at joint end {100*lag_loss:.2f}%")
print(f"step-average loss at joint end {100*step_loss:.2f}%")
print(f"noise correlation of neighbouring points {noise_corr:.3f}")
print("OK")
```

Printed output:

```
microwave frequency 9.4 GHz; g = 2.006, 2.003
line positions 3348.00, 3353.01 G
separation 5.01 G = 0.501 mT
peak absorptions 1.0, 0.6 (relative)
half width w 1.5 G; modulation b 4.0 G = 0.40 mT
points 1024; step 0.1 G; window 102.4 G
noise per point 0.005; mode noise 0.0160 G
threshold eps 0.05; largest allowed gain 20
isolated line p-p width: true 1.73 G, seen 6.98 G
null x 3.8317; k 0.9579 rad/G; period 6.559 G
null x 7.0156; k 1.7539 rad/G; period 3.582 G
null x 10.1735; k 2.5434 rad/G; period 2.470 G
stable S1 band x 0.000-3.612; k 0.000-0.903 rad/G
stable S1 band x 4.098-6.472; k 1.024-1.618 rad/G
stable S1 band x 7.762-9.129; k 1.941-2.282 rad/G
first gap half-width in x: 0.2427; linear estimate 0.2378
joint band end x 10.111; k 2.528 rad/G
asymptotic estimate of joint end x 10.062
largest b with no S1 gap up to that k: 1.429 G = 0.1429 mT
peak-to-peak signal: D 3.389, S1 0.877
rms of D over window 0.3130
rms error, raw S1: 0.2951
rms error, division everywhere: 69.1 (formula 68.6)
rms error, masked S1: 0.1318 (formula 0.1317)
  noise part 0.0125; missing part 0.1312
rms error, S1 and S2: 0.0489 (formula 0.0489)
  noise part 0.0143; missing part 0.0468
eps 0.01: formula error S1 0.1106, S1+S2 0.1200
eps 0.02: formula error S1 0.1019, S1+S2 0.0506
eps 0.05: formula error S1 0.1317, S1+S2 0.0489
eps 0.1: formula error S1 0.2016, S1+S2 0.0944
eps 0.2: formula error S1 0.2741, S1+S2 0.2549
dlnH1/dlnb at first band edge -17.72
rms change for 2% error in b: 0.0273
gamma 1.7628e+07 rad/(s G); modulation 100 kHz
rate effect: in-phase change 0.0211% of peak
rate effect: out-of-phase part 0.95% of peak
assumed T1 10 us, T2 1 us, B1 2 mG
saturation parameter 0.0124
sweep 0.25 G/s; lock-in time constant 0.1 s
lock-in lag 0.025 G; loss at joint end 0.20%
step-average loss at joint end 0.27%
noise correlation of neighbouring points 0.018
OK
```
